# Real sound speeds, strong ellipticity and a negative bulk modulus

## Two real speeds and an unstable sphere

Take an isotropic solid with bulk modulus \(K=-5\) GPa, shear modulus \(\mu=30\) GPa and density \(\rho=3000\) kg/m³. These are round model parameters, not those of a named material. Its longitudinal sound speed is 3416 m/s and its transverse speed is 3162 m/s. Both are real. Yet a sphere of this solid with radius 1 cm and a free surface is unstable: a small radial disturbance can grow by a factor \(e\) every 1.94 microseconds.

The sound speeds and the free sphere test different properties of the stiffness. Real, nonzero speeds in every direction are equivalent to *strong ellipticity*. Stability of a free body against uniform strain requires *Born positivity*, which is a stronger condition.

## The equation of motion

Let \(u_i(\mathbf x,t)\) be a small displacement from a homogeneous, unstressed reference state. Repeated indices are summed, and a comma denotes a derivative, \(u_{i,j}=\partial u_i/\partial x_j\). The strain and the energy density are
\[
\varepsilon_{ij}=\tfrac12(u_{i,j}+u_{j,i}),\qquad W=\tfrac12 C_{ijkl}\,\varepsilon_{ij}\varepsilon_{kl}.
\]
Since the strain is symmetric and \(W\) is quadratic, the stiffness can be taken to satisfy
\[
C_{ijkl}=C_{jikl}=C_{ijlk}=C_{klij}.
\]
For sound the adiabatic stiffness is meant. In a prestressed solid the wave equation contains further terms proportional to the stress, and the criteria below would need different coefficients.

The stress is \(\sigma_{ij}=C_{ijkl}\varepsilon_{kl}\). Because \(C_{ijkl}\) is symmetric in \(k,l\), both halves of the strain contribute equally, so \(\sigma_{ij}=C_{ijkl}u_{k,l}\). Momentum balance, \(\rho\ddot u_i=\sigma_{ij,j}\), becomes
\[
\rho\,\ddot u_i=C_{ijkl}\,u_{k,lj}.
\]

## The Christoffel equation

Insert a plane wave with unit direction \(\mathbf n\), wave number \(k>0\) and polarization \(\mathbf a\):
\[
\mathbf u=\mathbf a\,e^{i(k\mathbf n\cdot\mathbf x-\omega t)} .
\]
Each space derivative \(\partial_j\) gives a factor \(ikn_j\), and two time derivatives give \(-\omega^2\). Hence
\[
-\rho\omega^2a_i=-k^2C_{ijkl}n_jn_l\,a_k .
\]
Dividing by \(-k^2\) and writing \(c=\omega/k\) gives the Christoffel equation:
\[
\Gamma_{ik}(\mathbf n)\,a_k=\rho c^2a_i,\qquad \Gamma_{ik}(\mathbf n)=C_{ijkl}n_jn_l .
\]
A nonzero polarization exists when \(\det(\Gamma-\rho c^2 I)=0\), which is a cubic equation for \(\rho c^2\).

The matrix \(\Gamma\) is symmetric. By the major symmetry, and then by exchanging the summed names \(j\) and \(l\),
\[
\Gamma_{ki}=C_{kjil}n_jn_l=C_{ilkj}n_jn_l=C_{ijkl}n_ln_j=\Gamma_{ik}.
\]
A real symmetric matrix has three real eigenvalues and three orthogonal real eigenvectors. So \(\rho c^2\) is real for any such stiffness. Whether \(c\) itself is real depends on the sign of \(\rho c^2\).

## What real speeds require

The eigenvalues of \(\Gamma(\mathbf n)\) are all positive if and only if \(\mathbf a\cdot\Gamma(\mathbf n)\mathbf a>0\) for every real \(\mathbf a\neq0\). Written out for all directions, this is
\[
C_{ijkl}\,a_in_ja_kn_l>0\qquad\text{for all nonzero }\mathbf a,\mathbf n .
\]
This is strong ellipticity. The length of \(\mathbf n\) does not matter, since it enters as a positive factor. Therefore all three speeds are real and nonzero in every direction if and only if the stiffness is strongly elliptic. If zero speeds are admitted as real, the sign \(>\) is replaced by \(\ge\).

Suppose instead that \(\Gamma(\mathbf n)\) has an eigenvalue \(\gamma<0\). Then \(\omega^2=\gamma k^2/\rho\) is negative, and one of the two solutions grows as \(e^{st}\) with
\[
s=k\sqrt{|\gamma|/\rho}.
\]
The rate increases without bound as the wavelength shrinks. In a crystal this continuum result holds for wavelengths long compared with the atomic spacing.

## What Born positivity adds

Born positivity demands \(C_{ijkl}\varepsilon_{ij}\varepsilon_{kl}>0\) for every nonzero symmetric strain. A free body can take up any uniform strain, so a strain that violates the condition with a negative value lowers its energy.

The strain of a plane wave is more restricted. Its displacement gradient is proportional to \(a_in_j\), so its strain is proportional to
\[
s_{ij}=\tfrac12(a_in_j+a_jn_i).
\]
The minor symmetries let us replace \(a_in_j\) by \(s_{ij}\) in the energy form:
\[
\mathbf a\cdot\Gamma(\mathbf n)\mathbf a=C_{ijkl}s_{ij}s_{kl}.
\]
For \(|\mathbf n|=1\), the squared size of this strain is
\[
s_{ij}s_{ij}=\tfrac14\left(2a_ia_in_jn_j+2a_in_ia_jn_j\right)=\tfrac12\left[|\mathbf a|^2+(\mathbf a\cdot\mathbf n)^2\right]\ge\tfrac12|\mathbf a|^2 .
\]
Let \(c_{\min}\) be the smallest eigenvalue of \(C\) acting on symmetric strains, so that \(C_{ijkl}\varepsilon_{ij}\varepsilon_{kl}\ge c_{\min}\,\varepsilon_{ij}\varepsilon_{ij}\). If Born positivity holds, \(c_{\min}>0\), and
\[
\mathbf a\cdot\Gamma(\mathbf n)\mathbf a\ge\tfrac12c_{\min}|\mathbf a|^2>0 .
\]
Born positivity thus implies strong ellipticity.

The converse fails because plane waves do not sample every strain. To find the eigenvalues of \(s_{ij}\), note first that a vector perpendicular to both \(\mathbf a\) and \(\mathbf n\) has eigenvalue 0. Call the other two \(p\) and \(q\). The trace gives \(p+q=\mathbf a\cdot\mathbf n\), and the squared size gives \(p^2+q^2=\frac12[|\mathbf a|^2+(\mathbf a\cdot\mathbf n)^2]\). Their product is
\[
pq=\tfrac12\left[(p+q)^2-(p^2+q^2)\right]=\tfrac14\left[(\mathbf a\cdot\mathbf n)^2-|\mathbf a|^2\right].
\]
The quadratic equation with this sum and product has discriminant \((\mathbf a\cdot\mathbf n)^2-4pq=|\mathbf a|^2\), so
\[
p,q=\tfrac12\left(\mathbf a\cdot\mathbf n\pm|\mathbf a|\right).
\]
A pure dilation has three equal nonzero eigenvalues. A plane-wave strain has at least one zero eigenvalue, so it cannot be a pure dilation. A solid may therefore be soft, or even unstable, against dilation while every plane wave has positive energy.

## The isotropic solid

With Lamé constant \(\lambda\), the isotropic stiffness is
\[
C_{ijkl}=\lambda\delta_{ij}\delta_{kl}+\mu(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).
\]
Contracting with \(n_jn_l\) term by term gives
\[
\Gamma_{ik}=\lambda n_in_k+\mu\delta_{ik}+\mu n_in_k=\mu\delta_{ik}+(\lambda+\mu)n_in_k .
\]
For \(\mathbf a\parallel\mathbf n\) the eigenvalue is \(M=\lambda+2\mu\). For the two polarizations perpendicular to \(\mathbf n\) it is \(\mu\). The speeds are \(c_L=\sqrt{M/\rho}\) and \(c_T=\sqrt{\mu/\rho}\).

For Born positivity, split the strain into dilation and shear, \(\varepsilon_{ij}=\frac13\theta\delta_{ij}+e_{ij}\), with \(\theta=\varepsilon_{kk}\) and \(e_{kk}=0\). The cross term vanishes, so \(\varepsilon_{ij}\varepsilon_{ij}=\frac13\theta^2+e_{ij}e_{ij}\), and
\[
W=\tfrac12\lambda\theta^2+\mu\varepsilon_{ij}\varepsilon_{ij}=\tfrac12K\theta^2+\mu e_{ij}e_{ij},\qquad K=\lambda+\tfrac23\mu .
\]
It follows that \(M=K+\frac43\mu\). A pure dilation has \(\theta^2=3\varepsilon_{ij}\varepsilon_{ij}\), so \(C\) has the eigenvalue \(3K\) there, and \(2\mu\) on the five independent shears. The two criteria are
\[
\text{strong ellipticity: }\mu>0,\;K>-\tfrac43\mu;\qquad \text{Born: }\mu>0,\;K>0 .
\]

In the example the strong-ellipticity limit is \(K=-40\) GPa, so \(K=-5\) GPa lies well inside the window. The numbers are
\[
M=-5+\tfrac43\times30=35\ \text{GPa},
\]
\[
c_L=\sqrt{\frac{35\times10^9}{3000}}=3416\ \text{m/s},\qquad c_T=\sqrt{\frac{30\times10^9}{3000}}=3162\ \text{m/s}.
\]
The lowest eigenvalue of \(\Gamma\) is 30 GPa, while the lowest eigenvalue of \(C\) on strains is \(3K=-15\) GPa.

The reality of the speeds does not reveal the sign of \(K\), but their values do. Dividing \(M\) by \(\mu\),
\[
\frac{c_L^2}{c_T^2}=\frac43+\frac K\mu .
\]
Hence \(K<0\) is equivalent to \(c_L/c_T<2/\sqrt3=1.1547\). Here the ratio is 1.0801.

Two limits bound the window. As \(K\to-\frac43\mu\) from above, \(c_L\to0\). As \(\mu\to0\), the window closes and \(M\to K\): a fluid needs \(K>0\) for a real, nonzero longitudinal speed.

## Why the longitudinal wave survives

A longitudinal wave compresses the solid along one axis and leaves the transverse dimensions fixed. Its strain is \(\mathrm{diag}(e,0,0)\), with \(\theta=e\) and shear part \(\frac e3\,\mathrm{diag}(2,-1,-1)\). The squared size of the shear part is \(\frac{e^2}{9}(4+1+1)=\frac23e^2\), so
\[
W=\tfrac12Ke^2+\tfrac23\mu e^2=\tfrac12Me^2 .
\]
For \(e=10^{-3}\) the dilation part is \(-2500\) J/m³ and the shear part is \(+20\,000\) J/m³. The total is \(+17\,500\) J/m³. The wave changes the volume, but it cannot do so without shear, and the shear energy outweighs the gain.

## Clamped and periodic bodies

Strong ellipticity also secures a homogeneous body whose surface is held fixed. Let \(\mathbf u=0\) on the surface and extend \(\mathbf u\) by zero outside. With \(\hat{\mathbf u}(\mathbf k)=\int\mathbf u\,e^{-i\mathbf k\cdot\mathbf x}d^3x\), the transform of \(u_{i,j}\) is \(ik_j\hat u_i\). The extended field has no jump, so no surface term appears. Since \(C\) is constant in space, Parseval's theorem gives
\[
E=\tfrac12\int C_{ijkl}u_{i,j}u_{k,l}\,d^3x=\tfrac12\int\frac{d^3k}{(2\pi)^3}\,k^2\,\hat{\mathbf u}^*\cdot\Gamma(\hat{\mathbf k})\hat{\mathbf u},\qquad \hat{\mathbf k}=\mathbf k/k .
\]
For \(\hat{\mathbf u}=\mathbf p+i\mathbf q\) with real \(\mathbf p,\mathbf q\), the cross terms cancel because \(\Gamma\) is symmetric, leaving \(\mathbf p\cdot\Gamma\mathbf p+\mathbf q\cdot\Gamma\mathbf q\). Under strong ellipticity the energy is therefore positive for every nonzero clamped displacement.

For periodic displacements the integral becomes a sum over wave vectors. The term \(\mathbf k=0\) is a rigid shift and costs nothing. A uniform strain has \(u_i=\varepsilon_{ij}x_j\), which is neither periodic nor zero on the surface, so it lies outside both classes.

## The surface term in a sphere

Radial displacements \(u(r)\) of an isotropic sphere show what clamping removes. The principal strains are \(u'\), \(u/r\) and \(u/r\), and \(\theta=u'+2u/r\). Then
\[
W=\tfrac12\lambda\theta^2+\mu\left(u'^2+\frac{2u^2}{r^2}\right).
\]
Substitute \(\lambda=M-2\mu\) and use \(\theta^2=u'^2+4u'u/r+4u^2/r^2\):
\[
W=\tfrac12M\theta^2-2\mu\left(\frac{2u'u}{r}+\frac{u^2}{r^2}\right).
\]
Multiplied by \(r^2\), the last bracket is \(2ruu'+u^2=(ru^2)'\), a total derivative. Integration over the sphere gives
\[
E=2\pi M\int_0^R\theta^2r^2\,dr-8\pi\mu R\,u(R)^2 .
\]
If \(u(R)=0\), the energy depends on \(M\) alone. A free surface admits the negative second term.

For the uniform dilation \(u=\varepsilon_0r\), \(\theta=3\varepsilon_0\), and
\[
E=6\pi M\varepsilon_0^2R^3-8\pi\mu\varepsilon_0^2R^3=6\pi K\varepsilon_0^2R^3 .
\]
With \(\varepsilon_0=10^{-3}\) and \(R=1\) cm this is \(-0.0942\) J.

For the clamped field \(u=\varepsilon_0r(1-r^2/R^2)\), put \(y=r/R\). Then \(\theta=\varepsilon_0(1-3y^2)+2\varepsilon_0(1-y^2)=\varepsilon_0(3-5y^2)\), and
\[
\int_0^1(9-30y^2+25y^4)y^2\,dy=3-6+\tfrac{25}{7}=\tfrac47,\qquad E=\tfrac{8\pi}{7}M\varepsilon_0^2R^3=0.1257\ \text{J}.
\]
The centre of this sphere is in pure dilation and has the negative energy density \(\frac92K\varepsilon_0^2=-22\,500\) J/m³. Near the surface the solid must return to zero displacement. There \(u'=-2\varepsilon_0\), and the density is \(2M\varepsilon_0^2=70\,000\) J/m³. The total is positive.

## The radial growing mode of the free sphere

For the isotropic stiffness the equation of motion is \(\rho\ddot{\mathbf u}=(\lambda+\mu)\nabla(\nabla\cdot\mathbf u)+\mu\nabla^2\mathbf u\). A radial field has no curl, so \(\nabla^2\mathbf u=\nabla(\nabla\cdot\mathbf u)\), and the right side is \(M\nabla\theta\). For growth as \(e^{st}\), with \(s=c_Lq\),
\[
\theta'=q^2u .
\]
Set \(u=\phi'\) with \(\phi=\sinh(qr)/(qr)\). Since \((r\phi)''=q^2r\phi\), we have \(\theta=\nabla^2\phi=q^2\phi\), which satisfies the equation. This solution is regular at the centre.

The surface is free when \(\sigma_{rr}=\lambda\theta+2\mu u'=0\). With \(u'=\theta-2u/r\), this reads \(M\theta=4\mu u/R\) at \(r=R\). Let \(x=qR\). Then
\[
\theta(R)=\frac{x\sinh x}{R^2},\qquad u(R)=\frac{x\cosh x-\sinh x}{xR},
\]
and the condition becomes
\[
f(x)\equiv\frac{x^2\sinh x}{x\cosh x-\sinh x}=\frac{x^2}{x\coth x-1}=\frac{4\mu}{M}.
\]

To count the roots, expand numerator and denominator in powers \(x^{2m+1}\), \(m\ge1\). The coefficients are \(1/(2m-1)!\) and
\[
\frac1{(2m)!}-\frac1{(2m+1)!}=\frac{2m}{(2m+1)!}.
\]
Their ratio is \(2m+1\). Thus \(f\) is the average of \(v_m=2m+1\) with positive weights \(w_m=2m\,x^{2m+1}/(2m+1)!\). Because \(x\,dw_m/dx=v_mw_m\), differentiating the average gives
\[
x f'(x)=\langle v^2\rangle-\langle v\rangle^2>0 .
\]
At \(x\to0\) the term \(m=1\) dominates and \(f\to3\). At large \(x\), \(f\) grows like \(x\). So there is one root if \(4\mu/M>3\) and none otherwise. For \(M>0\) the condition reads \(4\mu>3K+4\mu\), which is \(K<0\).

In the example \(4\mu/M=3.429\) and \(x=1.509\), so
\[
s=\frac{c_Lx}{R}=\frac{3416\times1.509}{0.01}=5.15\times10^5\ \text{s}^{-1},\qquad \frac1s=1.94\ \text{microseconds}.
\]
The mode may start as an expansion or a contraction. Linear theory gives its initial growth, not its end state. Since \(s\propto1/R\), this mode grows more slowly in a larger sphere, which remains unstable. The slowing does not extend to every mode throughout the window. The Rayleigh equation for waves on a flat free surface is \((2-\xi)^2-4\sqrt{1-\xi}\sqrt{1-\xi\mu/M}=0\) with \(\xi=\rho c^2/\mu\). Its left side behaves as \(-2\xi(1-\mu/M)\) near \(\xi=0\) and is positive for large negative \(\xi\). For \(M<\mu\), that is \(K<-\mu/3\), it therefore has a root with \(c^2<0\), and short surface waves grow at a rate proportional to \(k\), whatever the size of the body. The example has \(M>\mu\) and lies outside this range.

This is the only growing mode among radial fields, but it is neither the only one of the sphere nor the fastest. The non-radial field \(\mathbf u=2z\,\mathbf x-r^2\hat{\mathbf z}\) has \(u_{i,j}=2x_i\delta_{j3}+2z\delta_{ij}-2x_j\delta_{i3}\). Its symmetric part is \(2z\,\delta_{ij}\), a pure dilation at every point, with \(\theta=6z\) and \(W=\frac12K\theta^2\le0\). The lowest \(\omega^2\) of the free sphere cannot exceed the ratio \(2E/\int\rho|\mathbf u|^2d^3x\) of any trial field. Here \(|\mathbf u|^2=4z^2r^2-4z^2r^2+r^4=r^4\), and the volume averages are \(\langle\theta^2\rangle=\frac{36}{5}R^2\) and \(\langle r^4\rangle=\frac37R^4\). The ratio is therefore \(\frac{84}{5}K/(\rho R^2)=-2.8\times10^{11}\) s⁻². Some mode thus grows at a rate of at least \(5.29\times10^5\) s⁻¹, above the radial rate.

If the surface is clamped, \(u(R)=0\) replaces the traction condition. The growing solution cannot meet it, because \(x\cosh x-\sinh x\) has positive series coefficients and does not vanish for \(x>0\). For oscillation at angular frequency \(\omega\), replace \(\sinh\) by \(\sin\) in \(\phi\) and set \(x=\omega R/c_L\). Then \(u(R)=0\) gives \(\tan x=x\), whose lowest positive root is \(x=4.493\). The frequency is \(\omega=c_Lx/R=1.53\times10^6\) rad/s.

The numerical check finds both sphere results by a separate variational diagonalization, and tests the Christoffel equation on a triclinic stiffness.

## Using the two criteria

For a homogeneous, unstressed body within linear elasticity, the boundary decides which criterion applies. With the whole surface fixed, strong ellipticity makes the energy positive. With the whole surface free, Born positivity gives positive energy to every deformation except rigid motions, and a uniform strain with negative energy makes the body unstable. A partly fixed surface needs its own analysis.

A computed set of real acoustic speeds therefore does not establish that a free crystal is stable. The eigenvalues of the full stiffness on symmetric strains must be examined as well, and for a body that has time to exchange heat the isothermal stiffness is the one to test. Passing this test is necessary but not sufficient for a crystal: elasticity describes only long wavelengths, and a lattice with positive stiffness can still have an unstable phonon at the zone boundary.

## Computed values

```
bulk modulus K                       -5.0 GPa
shear modulus mu                     30.0 GPa
density rho                          3000 kg/m^3
sphere radius R                      1.0 cm
Lame constant lambda                 -25.0 GPa
longitudinal modulus M               35.0 GPa
strong-ellipticity limit -4mu/3      -40.0 GPa
lowest Gamma eigenvalue, all n       30.000 GPa
highest Gamma eigenvalue, all n      35.000 GPa
lowest eigenvalue of C on strains    -15.000 GPa
other five eigenvalues of C          60.000 GPa
longitudinal speed c_L               3415.7 m/s
transverse speed c_T                 3162.3 m/s
ratio c_L/c_T                        1.0801
ratio at K = 0, 2/sqrt(3)            1.1547
strain amplitude e = eps0            1.0e-03
uniaxial strain, energy density      17500.0 J/m^3
  of which dilation part             -2500.0 J/m^3
  of which shear part                20000.0 J/m^3
free sphere, uniform dilation energy -0.09425 J
clamped sphere, trial field energy   0.12566 J
  its energy density at the centre   -22500.0 J/m^3
  its energy density at the surface  70000.0 J/m^3
4 mu/M                               3.42857
free sphere root x = qR              1.50915
free sphere growth rate, root        5.15473e+05 1/s
free sphere growth rate, variational 5.15473e+05 1/s
free sphere e-folding time           1.940 microseconds
clamped sphere root of tan x = x     4.49341
clamped sphere angular frequency     1.53479e+06 rad/s
clamped, variational                 1.53479e+06 rad/s
triclinic wave-equation residual     3.1e-14 (model units)
min of Gamma_min/(c_min/2), 30 Born-stable C  1.021
periodic field energy, real space    2.463983e+07 J/m^3
periodic field energy, wave vectors  2.463983e+07 J/m^3
```
